# Why six path images miss a quartic switching barrier's top

**Question**

I am practising nudged elastic band calculations for polarization switching in ferroelectric hafnia. My exercise says: "The energy along the switching path is a quartic double well. The path is sampled by six equally spaced images, including both minima. Show that the highest image underestimates the true barrier by 7.84 percent."

I have two problems. First, I divided the distance between the minima by six, and then one image landed on the top of the barrier, so I found no error at all. Second, I am not given the coefficients of the quartic, so I don't see how a definite percentage can come out. Doesn't it depend on how high and how wide the barrier is?

I would also like to know what to do about it. Can I correct the barrier afterwards, or must I add images? And does an error of this size matter for a real material?

**Answer**

Your first problem is a counting one. Six images that include both ends are separated by five intervals, not six. Dividing by six gives seven images, and the fourth of those does sit at the midpoint.

The second problem goes away once the quartic is written in terms of its minima. I take "double well" to mean two minima of equal energy, as for two opposite polarization states without an applied field. I also take the image energies as free of error, so that only the sampling is in question.

**The shape has no free parameter left**

Let \(x\) be the path coordinate, with minima at \(x=a\) and \(x=b\), where \(b>a\). The function \(E(x)-E_{\min}\) is a quartic that vanishes at both minima. Its slope vanishes there too, so each minimum is a double root. Two double roots use up all four roots of a quartic, hence
\[
E(x)-E_{\min}=c\,(x-a)^2(x-b)^2 ,\qquad c>0 .
\]

Now measure position from the midpoint, in units of half the separation:
\[
x_0=\frac{b-a}{2},\qquad u=\frac{x-(a+b)/2}{x_0}.
\]
Then \(x-a=x_0(u+1)\) and \(x-b=x_0(u-1)\). Their product is \(x_0^2(u^2-1)\), and squaring it gives
\[
E-E_{\min}=c\,x_0^4\,(1-u^2)^2 .
\]
The minima are at \(u=\pm1\). To find the top, differentiate:
\[
\frac{dE}{du}=c\,x_0^4\cdot 2(1-u^2)(-2u)=-4c\,x_0^4\,u(1-u^2).
\]
This vanishes at \(u=0\) and \(u=\pm1\). The second derivative is \(c\,x_0^4(-4+12u^2)\), which is negative at \(u=0\) and positive at \(u=\pm1\). The top is therefore at the midpoint, with height \(E_b=c\,x_0^4\). Setting \(E_{\min}=0\) from here on,
\[
E(u)=E_b\,(1-u^2)^2 .
\]
The height has become a prefactor and the width has gone into the unit of length. Neither can affect a ratio of energies at given \(u\). Equal minima have also forced the curve to be symmetric; that did not have to be assumed separately.

**Placing the six images**

The path runs from \(u=-1\) to \(u=1\), a length of 2. Five equal intervals have length \(2/5=0.4\), so the images are at
\[
u=-1,\;-0.6,\;-0.2,\;0.2,\;0.6,\;1 .
\]
None is at \(u=0\). Between the minima the energy falls as \(|u|\) grows, because \(1-u^2\) is positive there and decreasing. The highest images are thus the two nearest the midpoint, at \(|u|=0.2\):
\[
E_{\text{high}}=E_b(1-0.2^2)^2=E_b(0.96)^2=0.9216\,E_b .
\]
The missing part, relative to the true barrier, is
\[
\frac{E_b-E_{\text{high}}}{E_b}=1-0.9216=0.0784,
\]
which is the 7.84 percent you were asked for.

An elastic band need not start with its images in these places, but equal springs bring them there if the path is straight. I relaxed a six-image band on the surface \(E/E_b=(1-u^2)^2+5w^2\), where \(w\) is a sideways displacement. It started bowed and unevenly spaced, and its highest image ended at 0.9216 of the barrier.

**Other numbers of images**

With \(N\) images the spacing is \(2/(N-1)\). If \(N\) is even, the midpoint lies halfway between two images, so the nearest ones are at \(|u|=1/(N-1)\). The missing fraction is
\[
1-\left[1-\frac{1}{(N-1)^2}\right]^2=\frac{2}{(N-1)^2}-\frac{1}{(N-1)^4}.
\]
If \(N\) is odd, an image sits at \(u=0\) and the missing fraction is zero.

Four images miss 20.99 percent, eight miss 4.04 percent and twelve miss 1.65 percent, while five or seven miss nothing. For this curve, five images give a better barrier than twelve. For large even \(N\) the error falls as \(2/(N-1)^2\), because the top is locally a parabola, \(E\approx E_b(1-2u^2)\). To get below 1 percent with an even number you need \(N=16\).

The odd-number rule relies on the top being at the midpoint. If the midpoint structure is itself a shallow local minimum, with a barrier on each side, the central image sits in the dip and misses both tops. Such a path is not a quartic double well, and the 7.84 percent does not apply to it either. The quartic form is given by your exercise, not derived for hafnia, so check the images of a real path for such a dip before using these numbers.

**Recovering the barrier from the images you have**

If you trust the quartic form, divide the highest energy by 0.9216, that is, multiply it by 1.0851. The correction is 8.5 percent of the sampled value, although the error is 7.84 percent of the true one; the two percentages have different denominators.

A less restrictive remedy uses the forces, which the calculation has already produced. A converged band has no force perpendicular to the path, but its images can still have a slope along it. At \(u=-0.2\) that slope is
\[
\frac{dE}{du}=-4E_b(-0.2)(0.96)=0.768\,E_b ,
\]
and at \(u=0.2\) it is \(-0.768\,E_b\). A slope this large at the highest image tells you that the top is elsewhere.

Put a cubic through the two central energies and slopes. Four conditions fix a cubic uniquely. Since the energies are equal and the slopes opposite, an even function can meet them all, so the cubic reduces to a parabola \(p(u)=\alpha-\beta u^2\). Its slope at \(u=-0.2\) is \(0.4\beta\), which gives \(\beta=0.768E_b/0.4=1.92\,E_b\). Its value there must be \(0.9216\,E_b\), so
\[
p(0)=\alpha=0.9216\,E_b+1.92\,E_b\times0.04=0.9984\,E_b .
\]
The error has dropped from 7.84 to 0.16 percent. What remains comes from the \(u^4\) term, which a parabola cannot follow: \(E-p=E_b(u^2-0.04)^2\), equal to \(0.0016\,E_b\) at the midpoint.

A third remedy is a climbing image. One reverses the along-path force on the highest image and removes its spring force, so that it moves uphill along the path until the slope vanishes. Once converged, it sits at the saddle, and its energy needs no interpolation.

**Numbers in the range of hafnia**

Take a barrier of 0.4 eV per cell, a cell volume of 0.134 nm³, a polarization \(P_s\) of 50 uC/cm2 at the minima, and a temperature of 300 K. These are inputs chosen for the example, of roughly the size expected for uniform switching of the ferroelectric phase; their last digits carry no weight. The image energies are
\[
0,\quad 0.164,\quad 0.369,\quad 0.369,\quad 0.164,\quad 0\ \text{eV},
\]
and the highest image misses \(0.0784\times0.4=0.0314\) eV.

That looks small, but a rate contains the barrier in an exponent. With \(k_BT=0.02585\) eV, the same prefactor and one cell hopping on its own, the rate is overestimated by
\[
\exp\!\left(\frac{0.03136}{0.02585}\right)=3.36 .
\]
The cubic with slopes gives 0.3994 eV, which makes the sampling error much smaller than \(k_BT\).

**When the percentage changes**

*Shape.* Multiply the energy by \(1+cu^2\), which adds a sixth-order term. With \(s=u^2\),
\[
\frac{d}{ds}\left[(1-s)^2(1+cs)\right]=(1-s)(c-2-3cs).
\]
For \(c=\pm0.5\) this is negative for \(0\le s<1\), so between the minima the curve still has one top, of unchanged height, at \(u=0\). At the central images the extra factor is \(1+0.04c\). The underestimate becomes 6.00 percent for \(c=0.5\) and 9.68 percent for \(c=-0.5\). Dividing by 0.9216 would then leave an error of about 2 percent, with either sign.

*Curvature of the path.* The springs equalize the straight distances between neighbouring images, not steps in \(u\). On a gently curved path this is nearly the same as equal distance along the path, which is used here because it is simpler. Suppose the path bows sideways as \(w=0.5(1-u^2)\), in units of \(x_0\), while the energy along it is still \(E_b(1-u^2)^2\). Since \(dw/du=-u\), the path length in an interval \(du\) is \(\sqrt{1+u^2}\,du\). A given length therefore covers more \(u\) near the middle than near the ends. The central images lie one fifth of the way from the midpoint to an end, measured along the path:
\[
\int_0^{u_1}\!\sqrt{1+u^2}\,du=\frac15\int_0^{1}\!\sqrt{1+u^2}\,du .
\]
This gives \(u_1=0.2276\) instead of 0.2, and an underestimate of 10.09 percent. With equal straight distances it would be 10.17 percent.

*Applied field.* If the polarization is \(P_su\), a field \(F\) adds \(-P_sVFu\) to the energy of a cell of volume \(V\). At 1 MV/cm,
\[
P_sVF=(0.50\ \text{C/m}^2)(1.34\times10^{-28}\ \text{m}^3)(10^8\ \text{V/m})=6.7\times10^{-21}\ \text{J},
\]
or 0.0418 eV. The barrier out of the unfavoured well drops to 0.3590 eV. With six images between the shifted minima, the underestimate is 5.62 percent of this new barrier.

It is smaller because the top is no longer halfway between the minima. Setting the slope to zero and keeping first order in \(P_sVF/E_b\), the top moves by \(-P_sVF/(4E_b)=-0.026\), while both minima move by \(P_sVF/(8E_b)=0.013\). The top is then about 0.04 away from the midpoint of the path, and so closer to one of the two central images.

*Quantum motion.* Let four oxygen atoms of 16 u each move 0.05 nm from the midpoint to a minimum, giving a moving mass \(M\) of 64 u. Near a minimum the second derivative is \(8E_b\) per unit \(u^2\), so \(M\omega_0^2x_0^2=8E_b\). The harmonic zero-point energy \(\hbar\omega_0/2\) is 0.0145 eV, and diagonalizing the full double-well Hamiltonian puts the ground level at 0.0144 eV. This raises the starting level by nearly half of the sampling error, but it should not simply be subtracted from the barrier in a classical rate. At 300 K, replacing the classical partition function of the well by the quantum one raises the rate by only about 5 percent. The zero-point energies of the other vibrations also change between minimum and saddle, and they are not included here.

At the top the second derivative is \(-4E_b\), so \(M\omega_b^2x_0^2=4E_b\). A parabolic barrier transmits with probability \(1/(1+e^{-2\pi\varepsilon/\hbar\omega_b})\) at energy \(\varepsilon\) measured from its top. Write \(y=\varepsilon/k_BT\) and \(\theta=\hbar\omega_b/k_BT\). Compared with classical crossing, the thermal rate is multiplied by
\[
\int_{-\infty}^{\infty}\frac{e^{-y}\,dy}{1+e^{-2\pi y/\theta}}=\frac{\theta/2}{\sin(\theta/2)}\qquad(\theta<2\pi).
\]
Here the factor is 1.03, far below the 3.36 caused by poor sampling.

*Temperature.* Treated classically, thermal motion within one well lowers the mean polarization to about 0.99 of \(P_s\) at 300 K in this one-coordinate model. The energy curve itself also changes with temperature as the other vibrations are excited, and that effect is not estimated here.

**What the barrier means for a real film**

The largest gap between this model and a device has nothing to do with the number of images. The path switches every cell at once. In a field, the unfavoured minimum satisfies \(4E_b|u|(1-u^2)=P_sVF\). The left side is largest at \(|u|=1/\sqrt3\), where it equals \(8E_b/(3\sqrt3)\). Above the field
\[
F_c=\frac{8E_b}{3\sqrt3\,P_sV}=14.7\ \text{MV/cm}
\]
the unfavoured well no longer exists. This is a property of the model only: a real hafnia film would normally break down electrically at a much lower field. Hafnia-based films switch at roughly 1 to 2 MV/cm, so the uniform model is too high by about a factor of ten. Their measured remanent polarization is also often well below the 50 uC/cm2 used here, partly because the grains point in different directions.

Thermal energy does not rescue uniform switching. A cube of side 5 nm contains \(125/0.134\approx933\) cells, and switching them together costs \(933\times0.4\approx373\) eV without a field and still \(933\times0.359\approx335\) eV at 1 MV/cm, against a \(k_BT\) of 0.026 eV. The assumption that fails is uniformity: a small region can reverse first and then grow by motion of its walls. The relevant barriers are then those of nucleation and wall motion, which need their own paths in larger cells.

So correct the sampling error, because it is cheap to remove and would distort a comparison between two paths sampled with different numbers of images. But do not read the corrected 0.4 eV as the switching barrier of a film. The numerical output below lists the main values.

## Calculated quantities

```
True barrier per cell: 0.4000 eV
Cell volume: 0.134 nm^3
Polarization at a minimum: 50.0 uC/cm2
Oxygen displacement x0: 0.050 nm
Moving mass: 64.0 u
Temperature: 300 K
Thermal energy kT: 0.02585 eV
Image 1: u = -1.0, energy = 0.00000 eV
Image 2: u = -0.6, energy = 0.16384 eV
Image 3: u = -0.2, energy = 0.36864 eV
Image 4: u = 0.2, energy = 0.36864 eV
Image 5: u = 0.6, energy = 0.16384 eV
Image 6: u = 1.0, energy = 0.00000 eV
Highest image / true barrier: 0.9216
Underestimate: 7.84 percent
Missing energy: 0.03136 eV
Correction factor: 1.0851
Boltzmann rate factor of the error: 3.36
Underestimate, 4 images: 20.99 percent
Underestimate, 5 images: 0.00 percent
Underestimate, 6 images: 7.84 percent
Underestimate, 7 images: 0.00 percent
Underestimate, 8 images: 4.04 percent
Underestimate, 10 images: 2.45 percent
Underestimate, 12 images: 1.65 percent
Relaxed band, highest / barrier: 0.9216
Cubic with slopes / barrier: 0.9984
Cubic with slopes, barrier: 0.39936 eV
Underestimate, shape c = -0.5: 9.68 percent
Underestimate, shape c = +0.5: 6.00 percent
Bowed path (bow 0.5), central |u|: 0.2276
Bowed path, underestimate: 10.09 percent
Applied field: 1.0 MV/cm
Field energy Ps*V*F: 0.0418 eV
Barrier in the field: 0.3590 eV
Underestimate in the field: 5.62 percent
Zero-point energy, harmonic: 0.01446 eV
Ground level, diagonalized: 0.01439 eV
Tunnelling rate factor: 1.0265
Mean polarization / Ps in one well: 0.9870
Uniform coercive field: 14.73 MV/cm
Cells in a 5 nm cube: 933
Barrier of the cube as one unit: 373 eV
```
